\section*{Comment: What the Noble Metal Does in Metal-Assisted Silicon Etching}

\section{The argument under review}

The manuscript treats silicon covered by a patchy noble-metal film and immersed in hydrofluoric acid with hydrogen peroxide. Pits form under the metal. The authors argue as follows:
\begin{quote}
A noble metal has a high electrode potential and therefore attracts electrons strongly. It oxidises the silicon beneath it and is used up in doing so. The peroxide keeps the surface clean. Baths containing silver salt, which etch silicon while silver is consumed, confirm this. The depth of a pit is thus set by the amount of metal deposited.
\end{quote}
The claim can be judged by asking which species gains the electrons that silicon loses. That question needs half-reactions. A second question, why the metal matters at all, needs rates.

\section{The electron balance}

Complete oxidation of silicon in the acid is
\begin{equation}
\mathrm{Si+6HF\rightarrow H_2SiF_6+4H^++4e^-}.
\label{eq:four}
\end{equation}
Let $n$ of these electrons, with $2\le n\le4$, leave through the metal. The other $4-n$ reduce protons at the silicon:
\begin{equation}
(4-n)\mathrm{H^+}+(4-n)\mathrm{e^-}\rightarrow\tfrac{4-n}{2}\mathrm{H_2}.
\end{equation}
Adding the two lines leaves $n$ protons and $n$ electrons on the right. An electron removed from a filled valence band leaves a hole, so releasing $n$ electrons is the same as consuming $n$ holes:
\begin{equation}
\mathrm{Si+6HF}+n\mathrm{h^+}\rightarrow
\mathrm{H_2SiF_6}+n\mathrm{H^+}+\tfrac{4-n}{2}\mathrm{H_2}.
\label{eq:anode}
\end{equation}
At the metal surface the peroxide takes up electrons,
\begin{equation}
\mathrm{H_2O_2+2H^++2e^-\rightarrow2H_2O}.
\end{equation}
If they come from silicon's valence band, the same event reads
\begin{equation}
\mathrm{H_2O_2+2H^+\rightarrow2H_2O+2h^+}.
\label{eq:cathode}
\end{equation}
Multiply \eqref{eq:cathode} by $n/2$, so that it makes the $n$ holes that \eqref{eq:anode} uses, and add. Holes and protons cancel:
\begin{equation}
\mathrm{Si+6HF}+\tfrac n2\mathrm{H_2O_2}\rightarrow
\mathrm{H_2SiF_6}+n\mathrm{H_2O}+\tfrac{4-n}{2}\mathrm{H_2}.
\label{eq:net}
\end{equation}
The metal M is absent. For $n=3$, each silicon atom uses 1.5 peroxide molecules and gives 0.5 hydrogen molecule.

A balanced equation without M does not yet exclude another one in which M is the oxidant. The half-reaction of a dissolving metal does:
\begin{equation}
\mathrm{M\rightarrow M^++e^-}.
\end{equation}
It releases an electron, as silicon does. Two electron donors cannot oxidise each other. The manuscript has confused M with its ion: the high potential belongs to the couple $\mathrm{M^+/M}$, and the species in it that accepts an electron is $\mathrm{M^+}$.

This can be put as a bound. Suppose first that no hydrogen forms, so that each silicon atom gives four electrons. Let $x$ silicon atoms and $y$ metal atoms dissolve, while $p$ peroxide molecules and $q$ metal ions are reduced. Then
\begin{equation}
4x+y=2p+q .
\end{equation}
A reduced ion comes either from the initial supply $N_{\mathrm{M^+}}$ or from metal that dissolved earlier, so $q\le N_{\mathrm{M^+}}+y$. The peroxide used cannot exceed its supply, $p\le N_{\mathrm{H_2O_2}}$. Inserting both, $y$ cancels and
\begin{equation}
x\le\tfrac12N_{\mathrm{H_2O_2}}+\tfrac14N_{\mathrm{M^+}} .
\label{eq:bound}
\end{equation}
With no hydrogen formed, six peroxide molecules can remove at most three silicon atoms, whether 10 or 100 metal atoms are present. Ten metal atoms with neither peroxide nor ions remove none. Four metal ions remove at most one.

The last case is the silver-salt bath. There the dissolved ion is a true oxidant and is consumed, but it is consumed by turning into metal. Such a bath accumulates metal on the wafer, which is the opposite of what the manuscript infers from it.

If hydrogen may form, \eqref{eq:bound} no longer holds, because protons can accept all four electrons:
\begin{equation}
\mathrm{Si+6HF\rightarrow H_2SiF_6+2H_2}.
\end{equation}
Conservation laws allow this without peroxide. I take it to be slow. Even here the oxidant is the proton and not the metal.

\section{The driving force}

Potentials $E$ are given against the standard hydrogen electrode. I use the rough standard values $E_{\mathrm{ox}}=1.8$~V for peroxide, $E_{\mathrm{Si}}=-1.2$~V for silicon in fluoride solution, and $E_{\mathrm M}=0.8$~V, the size appropriate to silver. For undissociated HF, as written in \eqref{eq:four}, $E_{\mathrm{Si}}$ is nearer $-1.0$ to $-1.1$~V; the argument does not depend on this difference.

Peroxide could act through the ion, first dissolving metal and then letting $\mathrm{M^+}$ take an electron from silicon. For the four-electron reaction the voltages of the two steps add to
\begin{equation}
(E_{\mathrm{ox}}-E_{\mathrm M})+(E_{\mathrm M}-E_{\mathrm{Si}})
=E_{\mathrm{ox}}-E_{\mathrm{Si}},
\end{equation}
or $1.0+2.0=3.0$~V. The metal's potential cancels, so this route has the same driving force as direct electron transfer. It also has the same net result: one metal atom dissolves and one is redeposited for each electron passed. Redeposition takes an electron from silicon and so also supplies a hole. Traces of dissolved metal in the bath are therefore no evidence for a sacrificial metal.

\section{Why the metal matters: rates}

For a given $n$, the metal changes neither \eqref{eq:net} nor its driving force. Its effect must then be on the rate, and half-reactions alone cannot prove that there is one. The needed premise is kinetic: peroxide is reduced faster on the metal than on bare silicon.

Let metal and silicon share one potential $E$, with no ohmic drop and no depletion of peroxide. Write $f=e/kT$, with $1/f=25.69$~mV at 298.15~K. Per unit wafer area, the magnitudes of the anodic current (silicon oxidation) and the cathodic current (peroxide reduction) are
\begin{align}
I_{\mathrm a}&=j_{\mathrm a}e^{af(E-E_r)},\\
I_{\mathrm c}&=Ce^{-bf(E-E_r)},\qquad
C=\theta j_{\mathrm M}+(1-\theta)j_{\mathrm b}.
\end{align}
Here $E_r$ is a reference potential, $a$ and $b$ are transfer coefficients, and $\theta$ is the fraction of the wafer covered by metal. The prefactors $j_{\mathrm M}$ and $j_{\mathrm b}$ describe peroxide reduction on metal and on bare silicon. I take $j_{\mathrm a}$ to be the same with and without metal, so that the comparison isolates the cathodic effect. Reverse reactions are dropped because the potentials found below lie more than 1~V from both $E_{\mathrm{ox}}$ and $E_{\mathrm{Si}}$.

In the steady state no charge accumulates, so $I_{\mathrm a}=I_{\mathrm c}$. Dividing by $j_{\mathrm a}$ and by the cathodic exponential gives
\begin{equation}
e^{(a+b)f(E-E_r)}=\frac{C}{j_{\mathrm a}}
\quad\Rightarrow\quad
E_{\mathrm{mix}}=E_r+\frac{\ln(C/j_{\mathrm a})}{(a+b)f}.
\label{eq:mix}
\end{equation}
Inserting this into $I_{\mathrm a}$,
\begin{equation}
I=j_{\mathrm a}\left(\frac{C}{j_{\mathrm a}}\right)^{a/(a+b)}
=j_{\mathrm a}^{\,b/(a+b)}C^{\,a/(a+b)} .
\label{eq:I}
\end{equation}
Without metal $C=j_{\mathrm b}$, so the gain due to the metal is
\begin{equation}
G=\left(\frac{C}{j_{\mathrm b}}\right)^{a/(a+b)} .
\label{eq:gain}
\end{equation}
If the metal is only as good as silicon at reducing peroxide, $j_{\mathrm M}=j_{\mathrm b}$ and $G=1$. Nobility alone gives no gain.

For an example take $a=0.6$, $b=0.4$, $E_r=0.2$~V, $\theta=0.25$, and $j_{\mathrm a}=1$, $j_{\mathrm M}=20$, $j_{\mathrm b}=0.001$~mA/cm$^2$. These are round model parameters. Then $C=0.25\times20+0.75\times0.001=5.00075$~mA/cm$^2$, nearly all of it from the metal. The results are
\begin{align}
\text{bare:}\quad &E=0.0225~\mathrm V,&I&=0.0159~\mathrm{mA/cm^2},\\
\text{with metal:}\quad &E=0.2414~\mathrm V,&I&=2.63~\mathrm{mA/cm^2}.
\end{align}
The gain is $G=5000.75^{0.6}\approx166$. It is smaller than the 5000-fold increase in $C$ because the potential rises by 0.219~V. That rise speeds up silicon oxidation and slows peroxide reduction until the two currents meet.

A different limit applies when peroxide arrives too slowly. For a diffusion coefficient of $10^{-9}$~m$^2$/s and a diffusion layer of $10^{-4}$~m, the largest peroxide current is about 19~mA/cm$^2$ at 0.1~mol/L, against 2.63~mA/cm$^2$ per wafer area and about four times that per metal area in the example. Neglect of depletion therefore needs a bath of several tenths of a mol/L or more. If transport fixes the cathodic current at $I_{\mathrm L}$, the balance becomes $I_{\mathrm a}=I_{\mathrm L}$, so
\begin{equation}
I=I_{\mathrm L},\qquad
E=E_r+\frac{1}{af}\ln\frac{I_{\mathrm L}}{j_{\mathrm a}} .
\end{equation}
A better catalyst then brings no faster etching. In neither regime does the film thickness enter the rate, provided the coverage stays the same.

\section{Could the metal be a store of holes?}

One might rescue part of the argument by supposing that the metal holds a stock of positive charge and spends it on silicon. Let $K$ be the capacitance per wafer area, and remove the peroxide at $t=0$, neglecting proton reduction. Charge balance and the anodic law give
\begin{equation}
K\frac{dE}{dt}=-I_{\mathrm a},\qquad
\frac{dI_{\mathrm a}}{dt}=afI_{\mathrm a}\frac{dE}{dt}
=-\frac{af}{K}I_{\mathrm a}^2 .
\end{equation}
Dividing by $-I_{\mathrm a}^2$ gives $d(1/I_{\mathrm a})/dt=af/K$. With the initial current $I$ from \eqref{eq:I},
\begin{equation}
I_{\mathrm a}(t)=\frac{I}{1+afIt/K},\qquad
Q(t)=\int_0^tI_{\mathrm a}\,dt'
=\frac{K}{af}\ln\left(1+\frac{afIt}{K}\right).
\end{equation}
For $K=0.02$~mF/cm$^2$ and $t=1$~s, $Q=0.0069$~mC/cm$^2$. With peroxide present, the steady current delivers 2.63~mC/cm$^2$ in the same time. The store covers about 0.3\% of one second's etching, and emptying it that far lowers the potential to $-0.10$~V. In acid this is about where protons begin to be reduced on the metal; any further holes would then come from that oxidant and not from the store. The metal passes holes on; sustained etching needs an oxidant that keeps making them.

\section{Can holes cross the contact?}

At the contact, the metal's Fermi level can lie inside silicon's band gap, at an energy $\phi$ above the valence-band edge. I treat this barrier as a fixed property of the contact. It may then seem that the metal cannot inject holes. At finite temperature, however, some metal states level with the valence band are empty, and valence electrons can enter them.

For $\phi\gg kT$ and a single parabolic band of hole mass $m$, the one-way hole current density is
\begin{equation}
J=\frac{2e}{h^3}\int_{p_z>0}\frac{p_z}{m}
\exp\left[-\frac{\phi+p^2/2m}{kT}\right]d^3p .
\end{equation}
The factor 2 counts spin. The two momenta parallel to the contact give $2\pi mkT$, and the integral over $p_z$ gives $kT$. Hence
\begin{equation}
J=\frac{4\pi m e k^2T^2}{h^3}\,e^{-\phi/kT}.
\end{equation}
Let the hole quasi-Fermi level in silicon differ from the metal's Fermi level by a voltage $\Delta$, positive when it favours flow into silicon. The return current is then $Je^{-f\Delta}$, and a net current density $j$ requires
\begin{equation}
j=J\left(1-e^{-f\Delta}\right)
\quad\Rightarrow\quad
\Delta=-\frac1f\ln\left(1-\frac jJ\right).
\end{equation}

With $\phi=0.4$~eV and $m$ equal to half the free-electron mass, $J=925$~mA/cm$^2$. The current per area of metal is $20\,e^{-0.4f(0.2414-0.2)}=10.5$~mA/cm$^2$. It needs $\Delta=0.29$~mV, small beside $1/f$, so for this barrier a common potential is a fair assumption. The value 0.4~eV is a model choice: hole barriers usually quoted for silver on silicon lie near or above 0.5~eV, where the assumption no longer holds.

It fails for a high barrier. $J$ falls to 10.5~mA/cm$^2$ at $\phi=0.515$~eV, where no finite $\Delta$ can carry that current any more. The current then drops instead: balancing the metal and silicon potentials separately gives $\Delta=34$~mV and $I=1.9$~mA/cm$^2$ at this barrier, and $\Delta=0.11$~V and $I=1.0$~mA/cm$^2$ at 0.54~eV. Near and above that barrier the contact limits the rate, and \eqref{eq:I} overestimates it. The estimate also does not say whether a hole reacts at the contact or after travelling through the silicon.

\section{Which partner is sacrificial?}

Peroxide is able to dissolve the metal, since $E_{\mathrm{ox}}>E_{\mathrm M}$. Whether it does so depends on the potential the metal actually has. For ion activity $c$ in the bath, metal and ions are in equilibrium at
\begin{equation}
E_{\mathrm{eq}}=E_{\mathrm M}+\frac1f\ln c .
\end{equation}
With $c=10^{-6}$ this is 0.445~V. Metal dissolves above this potential and plates below it. In contact with silicon it sits at 0.241~V, so it does not dissolve. Silicon gives up its electrons and thereby protects the metal. In the language of corrosion, silicon is the sacrificial partner.

Now detach the metal from silicon and leave it in the same bath. Suppose that metal and ions are in equilibrium at the surface, so that the ion concentration there is the bath value times $e^{f(E-E_{\mathrm{eq}})}$. Diffusion across a layer of thickness $\delta$ then gives the dissolution current
\begin{equation}
j_{\mathrm d}=j_\ell\left[e^{f(E-E_{\mathrm{eq}})}-1\right],
\qquad j_\ell=\frac{FD\tilde c}{\delta},
\end{equation}
where $F$ is Faraday's constant, $D$ the diffusion coefficient and $\tilde c$ the bath concentration. For $D=10^{-9}$~m$^2$/s, $\delta=10^{-4}$~m and $\tilde c=10^{-6}$~mol/L, $j_\ell=9.65\times10^{-5}$~mA/cm$^2$. This is also the largest plating current, far too small to disturb \eqref{eq:mix}.

On isolated metal, let dissolution alone balance peroxide reduction. This leaves out the oxidation of peroxide to oxygen, which in such acids sets in near 0.6~V and can share the anodic current, so the lifetime found below is only an estimate. Neglecting the $-1$ and taking logarithms,
\begin{align}
\ln j_\ell+f(E-E_{\mathrm{eq}})&=\ln j_{\mathrm M}-bf(E-E_r),\\
E&=\frac{f^{-1}\ln(j_{\mathrm M}/j_\ell)+E_{\mathrm{eq}}+bE_r}{1+b}.
\end{align}
This gives 0.600~V. It lies about $6/f$ above $E_{\mathrm{eq}}$, so the exponential is about 400 and dropping the $-1$ is justified. The dissolution current is 0.040~mA/cm$^2$. Dissolving from one face only, a film 50~nm thick with $N_{\mathrm M}=60$ atoms per nm$^3$ would last $eN_{\mathrm M}h/j_{\mathrm d}\approx20$ minutes, where $h$ is its thickness.

Protection in contact is conditional. Setting $E_{\mathrm{mix}}=E_{\mathrm{eq}}$ in \eqref{eq:mix} gives the critical silicon prefactor
\begin{equation}
j_{\mathrm a}^{*}=Ce^{-(a+b)f(E_{\mathrm{eq}}-E_r)}
=3.6\times10^{-4}~\mathrm{mA/cm^2}.
\end{equation}
The metal's own current vanishes at this point and does not shift it. If silicon oxidation is slower than this, for instance because fluoride runs short, the metal dissolves while still in contact. A high contact barrier can have the same effect. Holes then leave the metal too slowly, and its potential rises above that of silicon. With the parameters used here it passes $E_{\mathrm{eq}}$ at a barrier of about 0.6~eV.

A very clean bath also permits dissolution in contact, but hardly any. At 0.2414~V the metal is in equilibrium with an ion activity of $3.6\times10^{-10}$, and below that activity it dissolves. Even into a bath free of ions, diffusion then carries away only $3.6\times10^{-4}j_\ell\approx3.5\times10^{-8}$~mA/cm$^2$, which is negligible. The digits of this activity agree with those of $j_{\mathrm a}^{*}$ because $j_{\mathrm a}$ and $c$ are powers of ten here and because, when $a+b=1$, both $j_{\mathrm a}^{*}/j_{\mathrm a}$ and the ratio of this activity to $c$ equal $e^{f(E_{\mathrm{mix}}-E_{\mathrm{eq}})}$.

Loss of metal is thus possible, and an observed loss needs an explanation. It is a side reaction that uses peroxide, and it is not the source of silicon's holes.

\section{The amount of metal}

The manuscript's last claim can be tested by counting. Silicon's lattice parameter, with eight atoms per cubic cell, gives $N_{\mathrm{Si}}=49.94$ atoms per nm$^3$. A pit of depth $L$ under a film of thickness $h$ requires each metal atom to pass
\begin{equation}
\nu=\frac{nN_{\mathrm{Si}}L}{N_{\mathrm M}h}
=\frac{3\times49.94\times10000}{60\times50}\approx499
\end{equation}
electrons, for $n=3$, $L=10000$~nm (10~$\mu$m) and $h=50$~nm. If each atom could serve once, setting $\nu=1$ would cap the depth at
\begin{equation}
L_1=\frac{N_{\mathrm M}h}{nN_{\mathrm{Si}}}=20~\mathrm{nm}.
\end{equation}
A pit 500 times deeper is therefore incompatible with one-time use, even if one ignores that a neutral atom cannot accept the electron and keep it as a dissolved product. Were metal ions the oxidant, with one electron each, the same pit would leave a layer $nN_{\mathrm{Si}}L/N_{\mathrm M}\approx25000$~nm thick, 2.5 times the depth of the pit.

The time needed follows from the current. The average etch rate is $I/(enN_{\mathrm{Si}})=66$~nm/min. If all dissolution is confined to the metal's footprint, which is an added assumption, the local rate is four times larger, 263~nm/min, and the pit takes about 38 minutes. That is longer than the 20 minutes an isolated film would survive. With these parameters the film outlasts the etch because silicon protects it. The comparison is specific to them: in the same model an isolated film twice as thick, or one under a diffusion layer ten times thicker, lasts about 40 minutes, and one with $E_{\mathrm M}$ near 1.2~V lasts about a day, so a much nobler metal needs no such protection.

\section{Recommendation}

The authors should name peroxide as the oxidant and silicon as the material consumed, and describe the metal as a catalyst for peroxide reduction that passes holes to silicon. The silver-salt bath should be discussed separately, with the ion as oxidant. To support a claim about metal consumption they would need a metal balance covering film, pits and solution. To support a claim about catalysis they should compare peroxide reduction on the metal and on bare silicon. They should also vary film thickness at fixed coverage. The analysis above predicts an unchanged rate as long as the metal patches stay intact, in contact and undissolved, and a thicker film does not hinder the acid from reaching the silicon beneath it. The model does not include that transport.

Numbers in the example were calculated in double precision.
